# Positronium overlap with a pore wall and the mean chord

Suppose that an annihilation measurement on a porous film shows that positronium spends a fraction 0.036 of its time within 0.18 nm of a pore wall. What size are the pores? If they are taken as spheres, classical counting gives a diameter of about 30 nm. If they are long cylinders, it gives 20 nm, and if they are flat slits, a width of 10 nm. One number has become three sizes that differ by a factor of three, and nothing in the measurement chooses between them. In this classical picture the conflict lies in the choice of length: all three pores have the same mean chord, 20 nm, and to leading order the overlap depends on no other property of the shape. At room temperature the density near a hard wall is far from classical, and the later sections show how much this changes the answer.

## The quantity and the model

Positronium is a bound electron and positron. In a pore it can annihilate with electrons of the wall, and a simple model confines this process to a layer of thickness $D$. Let the pore available to the positronium have volume $V$ and wall area $S$. The layer is the part of this volume that lies within $D$ of the wall, and the overlap $P$ is the probability of finding the positronium there.

The positronium is treated as a classical point particle in a flat potential, with a reflecting wall. The wall is smooth, and $D$ is small compared with its radii of curvature and with the pore width. The result is

$$P\simeq\frac{4D}{L},\qquad L=\frac{4V}{S}. \tag{1}$$

Here $L$ is the mean distance flown between wall hits. Equation (1) is the leading term for a thin layer. The first derivation also gives the corrections.

## First derivation: counting volume

**The density.** In equilibrium the probability density in phase space depends on the energy alone. Inside the pore the energy is $p^2/2m$, which does not contain the position. Integration over momentum therefore gives the same value at every point, and normalization fixes it as $1/V$. Hence

$$P=\frac{V_{\rm layer}}{V}. \tag{2}$$

**The layer volume.** Label a point of the layer by its nearest wall point and its depth $x$, measured along the inward normal $\mathbf N$. The labels are unique if $D$ is less than the depth at which inward normals first meet.

Let $k_1$ and $k_2$ be the principal curvatures of the wall, counted positive for a sphere seen from inside. A step $ds_1$ along the first principal direction changes $\mathbf N$ by $-k_1ds_1$ along that direction, because the inward normals of a sphere converge. At depth $x$ the step has therefore shrunk to $(1-k_1x)\,ds_1$. The second direction behaves likewise, so the volume element is

$$d^3r=(1-k_1x)(1-k_2x)\,dA\,dx .$$

Define the mean curvature $H=(k_1+k_2)/2$ and the Gaussian curvature $K=k_1k_2$. The product is then $1-2Hx+Kx^2$, and integration from $x=0$ to $D$ gives

$$V_{\rm layer}=\int dA\left(D-HD^2+\tfrac13KD^3\right).$$

With angle brackets for averages over the wall, (2) becomes

$$P=\frac{SD}{V}\left[1-D\langle H\rangle+\tfrac13D^2\langle K\rangle\right]. \tag{3}$$

The leading term $SD/V$ is area times thickness over volume. The shape enters through the ratio $S/V$ and, at the next order, through the mean curvature.

**The mean chord.** It remains to identify $V/S$ with a length that has a direct meaning. Choose a flight direction and trace every point of the pore backwards along it to the first wall point met. This divides the pore into thin straight beams. A beam that starts on wall element $dA$, at angle $\theta$ to the inward normal, has cross-section $\cos\theta\,dA$. If its length to the next wall hit is $\ell$, its volume is $\ell\cos\theta\,dA$.

For each direction the beams fill the volume $V$ once. Integration over all directions, which cover a solid angle $4\pi$, gives

$$4\pi V=\int dA\int_{\rm inward}\ell\cos\theta\,d\Omega. \tag{4}$$

Particles that leave the wall in a uniform, isotropic gas do so with weight $\cos\theta\,d\Omega\,dA$, since a slanted beam sees a reduced area. The total weight is

$$S\,2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi S .$$

The right side of (4) is thus $\pi S$ times the mean of $\ell$. Therefore $4\pi V=\pi SL$, or $L=4V/S$. Replacing $S/V$ by $4/L$ in (3) gives

$$P=\frac{4D}{L}\left[1-D\langle H\rangle+\tfrac13D^2\langle K\rangle\right], \tag{5}$$

whose leading term is (1).

The pore was not assumed convex. In a non-convex pore a straight line may leave and re-enter, and each piece inside counts as a separate chord. A torus tests this point. With ring radius $R_t$ and tube radius $a$, it has $V=2\pi^2R_ta^2$ and $S=4\pi^2R_ta$, so that $L=2a$. For $R_t=25$ nm and $a=10$ nm the formula gives 20 nm, and following sampled rays to their first wall hit gives 20.001 nm.

The weighting is part of the definition of $L$. If one instead picks a random point of the pore and measures the chord through it, long chords are favoured in proportion to their length, and the mean is $\langle\ell^2\rangle/\langle\ell\rangle$. For a sphere of radius $R$ a chord is $\ell=2R\cos\theta$. With the normalized weight $2\cos\theta\sin\theta\,d\theta$ one finds $\langle\ell\rangle=4R/3$ and $\langle\ell^2\rangle=2R^2$, so the point-sampled mean is $3R/2$. That is not the length in (1).

## Second derivation: following the flights

The second argument does not measure the layer volume. It asks how often a particle visits the wall and how far it travels in the layer on each visit.

**How often.** Consider an ensemble of particles of speed $v$, uniform in position and isotropic in direction. The density per unit volume and solid angle is $1/(4\pi V)$ for one particle. Particles at angle $\theta$ to the normal strike unit wall area at the rate $v\cos\theta$ times this density. The hit rate on the whole wall is

$$\nu=S\,\frac{v}{4\pi V}\int\cos\theta\,d\Omega
=S\,\frac{v}{4\pi V}\,\pi=\frac{vS}{4V}. \tag{6}$$

The mean path per hit is $v/\nu=4V/S=L$, as before.

**How far.** The factor $\cos\theta$ in (6) means that the angles of the hits are distributed as $2\cos\theta\sin\theta\,d\theta$. On a locally flat wall, a particle arriving at angle $\theta$ crosses the layer along a path $D/\cos\theta$. Its mean is

$$\left\langle\frac{D}{\cos\theta}\right\rangle
=D\int_0^{\pi/2}\frac{2\cos\theta\sin\theta}{\cos\theta}\,d\theta
=2D. \tag{7}$$

The outgoing particles have the same distribution, because the gas is isotropic, and their mean path is also $2D$. One wall visit therefore contributes a mean path $4D$ inside the layer.

**The fraction.** The time spent in the layer per unit time is the number of visits times the mean duration of a visit:

$$P=\nu\,\frac{4D}{v}=\frac{vS}{4V}\,\frac{4D}{v}
=\frac{SD}{V}=\frac{4D}{L}. \tag{8}$$

The speed cancels, so averaging over a thermal spread of speeds changes nothing. The 4 in $4D/L$ now has a meaning: there are two crossings of the layer, and slanted flight doubles the mean length of each.

**Grazing flights.** Equation (7) contains paths of unlimited length as $\theta\to\pi/2$. Inside a sphere these cannot occur, because a grazing chord is short and stays in the layer from end to end. The effect on the mean path can be calculated. Put $c=\cos\theta$. The chord has length $2Rc$, and its closest distance to the centre is $R\sin\theta$. The part inside the core of radius $R-D$ has length $2\sqrt{(R-D)^2-R^2(1-c^2)}$ when the root is real, and zero otherwise.

To average the core part with weight $2c\,dc$, let $y$ be the quantity under the root, so that $dy=2R^2c\,dc$:

$$\frac{2}{R^2}\int_0^{(R-D)^2}\!\sqrt y\,dy=\frac{4(R-D)^3}{3R^2}.$$

Subtracting this from the mean chord $4R/3$ leaves the mean path in the layer,

$$\frac{4}{3R^2}\left[R^3-(R-D)^3\right]
=4D\left(1-\frac DR+\frac{D^2}{3R^2}\right). \tag{9}$$

The bracket is that of (5), since a sphere has $H=1/R$ and $K=1/R^2$. For $R=15$ nm and $D=0.18$ nm the path is 0.7114 nm, against $4D=0.7200$ nm. When $D$ is reduced to 0.001 nm, the path divided by $D$ is 3.9997.

## What each derivation assumes

The first derivation needs a uniform density and a smooth wall. It does not ask how the particles move. If they scatter from a gas in the pore, or follow curved paths, (3) still holds as long as the density stays uniform. Motion enters when $V/S$ is read as a chord.

The second derivation needs more: an isotropic distribution of directions, and straight flight across the layer. In return it explains the factor 4 and gives the wall-hit rate. The wall must preserve the uniform, isotropic state. Specular reflection does so, and so does diffuse re-emission by the cosine law.

Neither argument says that a single trajectory spends a fraction $P$ of its time in the layer. In a sphere with specular reflection, a particle keeps its angle of incidence for ever. One that flies along a diameter spends the fraction $D/R=0.012$ in the layer of the example, while one at grazing incidence never leaves it. The value 0.0356 for that sphere is the average over the ensemble.

Annihilation must also be slow enough not to empty the layer. If $\gamma$ is the annihilation rate inside it, the mean loss per wall visit is about $4D\gamma/v$, and this must be much less than one.

## Shapes with the same mean chord

Take $L=20$ nm and $D=0.18$ nm. Then

$$\frac{4D}{L}=\frac{4\times0.18}{20}=0.0360 .$$

For a slit of width $w$, the two faces give $V/S=w/2$ and $L=2w$, hence $w=10$ nm. A long cylinder of radius $r$ has $V/S=r/2$ and $L=2r$, hence $r=10$ nm. A sphere has $L=4R/3$, hence $R=15$ nm. These are the three pores of the opening.

The slit has flat walls, and its overlap $2D/w$ equals 0.0360 without correction. The cylinder has $H=1/(2r)$ and $K=0$, so the bracket in (5) is $1-0.18/20=0.991$ and $P=0.0357$. For the sphere the bracket is $1-0.012+0.00005=0.988$, and $P=0.0356$. A spheroid with semi-axes 13.2 and 22.0 nm, the longer one along its axis, also gives 0.0356. At fixed $L$ and $D$, these shapes differ from $4D/L$ by at most 1.2 %.

A cube of side $b$ has edges, so (3) does not apply as it stands, but direct counting gives

$$P=1-\left(1-\frac{2D}{b}\right)^3
=\frac{6D}{b}-\frac{12D^2}{b^2}+\frac{8D^3}{b^3}.$$

Its mean chord is $4b^3/(6b^2)=2b/3$, so the leading term is again $4D/L$. The edges enter at order $D^2$, where the layers of neighbouring faces share volume.

The correction can have either sign. Solid balls inside a pore have walls that curve the other way, with $H=-1/R_i$, and each adds $-4\pi R_i$ to $\int H\,dA$. With enough of them $\langle H\rangle$ is negative, and $P$ slightly exceeds $4D/L$.

The thin-layer condition matters. For a sphere with $D=R$ the layer is the whole pore and $P=1$, yet $4D/L=3$. The convention for $V$ also enters at order $D/L$: if $w$ is the width of the empty pore and the layer is added outside it, the slit gives $2D/(w+2D)=0.0347$ instead of 0.0360. This shift of 3.5 % is larger than the curvature corrections above, and it grows as the pore shrinks.

## Where the classical density fails

A pore much larger than the thermal wavelength does not guarantee a uniform density at the wall. At a hard wall the wavefunction vanishes, and the layer lies just where it is small.

Let $m$ be the positronium mass, twice the electron mass, and let $\lambda=h/\sqrt{2\pi mkT}$. Near a flat wall the motion along the normal has states $\sin qx$, with Boltzmann weight $\exp(-\hbar^2q^2/2mkT)=\exp(-\lambda^2q^2/4\pi)$. Since $2\sin^2qx=1-\cos2qx$, the density relative to its value far from the wall is

$$g(x)=1-\frac{\int_0^\infty\cos(2qx)\,e^{-\lambda^2q^2/4\pi}dq}
{\int_0^\infty e^{-\lambda^2q^2/4\pi}dq}
=1-e^{-4\pi x^2/\lambda^2}. \tag{10}$$

The last step is the Fourier transform of a Gaussian. Motion parallel to the wall cancels from the ratio.

The first derivation now needs one change. Each layer element is weighted by $g(x)$, and to leading order the bulk density is still $1/V$. Thus

$$P\simeq\frac SV\int_0^Dg(x)\,dx=\frac{4D_{\rm eff}}{L},\qquad
D_{\rm eff}=D-\frac\lambda4\,{\rm erf}\!\left(\frac{2\sqrt\pi D}{\lambda}\right). \tag{11}$$

The first equality holds for any profile that depends on depth alone and tends to one away from the wall, provided that the region near the wall changes the normalization only slightly. The mean chord therefore remains the relevant length at leading order, while the layer thickness is replaced by an effective one.

There are two limits. For $\lambda\ll D$ the error function is one, and $D_{\rm eff}=D-\lambda/4$ tends to $D$. For $D\ll\lambda$ the expansion $g\simeq4\pi x^2/\lambda^2$ gives

$$D_{\rm eff}\simeq\frac{4\pi D^3}{3\lambda^2}. \tag{12}$$

At 300 K, $\lambda=3.04$ nm. This is 0.15 of the mean chord but 17 times the layer thickness, so the second limit applies. Equation (12) gives 0.00264 nm and the full formula 0.00260 nm, which is 1.4 % of $D$. The overlap falls from 0.036 to

$$\frac{4D_{\rm eff}}{L}=\frac{4\times0.002604}{20}=5.2\times10^{-4}.$$

**Finite pore size.** Sums over the quantum states give $5.48\times10^{-4}$ for both the cube and the sphere, about 5.3 % above this estimate. For the cube the excess can be derived. Along one axis, each wall removes an effective length $\int_0^\infty(1-g)\,dx=\lambda/4$, so the normalization length is $b-\lambda/2$. The probability of being in either layer along that axis is $p=2D_{\rm eff}/(b-\lambda/2)$. Since $p$ is small, $P\simeq3p$, and with $b=3L/2$

$$P\simeq\frac{4D_{\rm eff}}{L}\,\frac1{1-\lambda/(3L)}.$$

The last factor is 1.053. Doubling the size at fixed $D$ and $T$ lowers the excess to 2.6 %, as this factor requires. The sphere's excess also halves, from 5.3 % to 2.6 %.

The excess does depend on the shape. A slit is confined along one axis only, so its overlap is $2D_{\rm eff}/(w-\lambda/2)$. With $w=L/2$ the factor becomes $1/(1-\lambda/L)=1.18$, an excess of 18 %. For the long cylinder a sum over states gives 8 %. At 300 K these four pores, all with a 20 nm chord, therefore differ in overlap by up to 12 %, and the differences fade as $\lambda/L$ becomes small. Other shapes, such as the space around solid inclusions, can differ by more.

**Can heating restore the classical value?** To reach $D_{\rm eff}=0.9D$ one needs $\lambda/4=0.1D$, or $\lambda=0.072$ nm. This corresponds to $5\times10^5$ K and $kT=46$ eV, far above the positronium binding energy of 6.8 eV. For this hard wall and this $D$, thermal positronium cannot come near the uniform limit.

## Lifetimes and real films

Let the annihilation rate be 2 per ns in the layer and 0.007 per ns elsewhere, both rough values. The mean rate is $2P+0.007(1-P)$. The classical overlap gives

$$2(0.036)+0.007(0.964)=0.0787\ {\rm ns}^{-1},$$

or a lifetime of 12.7 ns. The sphere's quantum overlap gives

$$2(5.48\times10^{-4})+0.007(0.9995)=0.00809\ {\rm ns}^{-1},$$

or 124 ns, not far below the 143 ns found with no wall. The inverse problem suffers equally. If the 124 ns lifetime were read with $P=4D/L$ and $D=0.18$ nm, the inferred chord would be $0.72/(5.48\times10^{-4})$, about 1300 nm instead of 20 nm.

The fraction 0.036 of the opening is misread in the same way. With this hard wall at 300 K, sums over states show that it requires a mean chord of about 2.5 nm for a slit, 1.7 nm for a long cylinder and 1.3 nm for a sphere. These lengths include the layer. If the layer is counted as lying outside the empty pore, the chords of the empty pore are 1.8, 1.3 and 1.1 nm. The pores are then much smaller than the classical 20 nm suggests, and the mean chord no longer removes the dependence on shape.

These parameters describe pores with a mean chord of 20 nm, with 0.18 nm as a rough layer thickness for a hard-wall model. The assumption that fails most clearly at 300 K is uniform density in the layer: within the hard-wall model its failure lowers the overlap of the sphere by a factor of 65, whereas wall curvature changes the classical overlap by about 1 %. A real wall is not perfectly hard, so a thickness used in (1) has to be understood as an effective one, tied to the temperature and wall model for which it was found. Chemical trapping, wall roughness, escape through connected pores and incomplete thermalization are left out, and their size is not estimated here. The internal size of positronium is left out too, although its mean electron-positron distance, 0.16 nm, is close to $D$.

For a much smaller pore, a 3 nm cube, even (11) is poor. The mean chord is 2 nm, less than $\lambda$, and 77 % of the thermal population is in the ground state. Equation (11) gives an overlap of 0.0052, while the state sum gives 0.0105. The error lies in the bulk density, which (11) takes as $1/V$. The two walls along each axis remove $\lambda/2=1.52$ nm from the normalization length, about half the side. The factor $1/[1-\lambda/(3L)]$ found above is now 2.03, and it raises the estimate to 0.0106, close to the state sum. That factor was derived for a cube and cannot be carried over to other shapes of this size. A slit with the same 2 nm chord is only 1 nm wide, and its state sum is 0.072, about seven times that of the cube. The numerical output below lists the classical overlaps of the larger pores and the state sums for the cubes and the sphere.

## Computed results

```
mean chord L = 20.0 nm, layer D = 0.18 nm, T = 300 K
rates: layer 2.0 /ns, vacuum 0.007 /ns
torus ring 25 nm, tube 10 nm: traced chord 20.001 nm
torus 4V/S = 20.000 nm
spheroid semi-axes = 13.193, 21.989 nm
spheroid traced chord = 20.000 nm, 4V/S = 20.000 nm
classical 4D/L = 0.03600
slit width 10 nm, cylinder radius 10 nm
sphere radius 15 nm, cube side 30 nm
classical P, slit = 0.03600, change from 4D/L = -0.00 %
classical P, cylinder = 0.03568, change from 4D/L = -0.90 %
classical P, sphere = 0.03557, change from 4D/L = -1.20 %
classical P, cube = 0.03557, change from 4D/L = -1.20 %
classical P, spheroid = 0.03558, change from 4D/L = -1.15 %
sphere: layer path per chord = 0.7114 nm, 4D = 0.7200 nm
sphere, D = 0.001 nm: layer path / D = 3.9997
thermal wavelength of Ps = 3.043 nm, lambda/L = 0.152
D_eff = 0.002604 nm, D_eff/D = 0.01447
small-D form of D_eff = 0.002638 nm
quantum leading 4 D_eff/L = 5.2074e-04
quantum state sum, cube = 5.4846e-04, sphere = 5.4831e-04
classical 4D/L over sphere state sum = 65.7
relative shift, sphere cutoff 16 to 22 kT = 5.3e-06
cube: excess over 4 D_eff/L = 5.32 %, at double size 2.59 %
sphere: excess over 4 D_eff/L = 5.29 %, at double size 2.56 %
D_eff = 0.9 D needs lambda = 0.0720 nm, T = 5.36e+05 K
kT there = 46.2 eV, Ps binding energy = 6.80 eV
lifetime with classical overlap = 12.7 ns
lifetime with sphere state sum = 123.6 ns
lifetime without wall = 142.9 ns
small cube side = 3.0 nm, mean chord = 2.0 nm
small cube: classical 4D/L = 0.3600
small cube: 4 D_eff/L = 0.00521, state sum = 0.01053
small cube: ground-state population = 0.772
small cube: lifetime from state sum = 35.7 ns
```
